\section*{Interstitial exposure of a diffusion marker above a buried sink}

\section*{The problem}

A silicon crystal occupies $x>0$. A light implant has left clusters of self-interstitials at depth $a=50$ nm. During an anneal near $800\,^\circ$C they dissolve, and the released interstitials speed up the diffusion of a thin boron marker at $m=150$ nm: transient enhanced diffusion. A second crystal is identical except for a buried plane at $L=200$ nm that absorbs excess interstitials.

Everything is laterally uniform. Let $C(x,t)$ be the interstitial concentration in excess of its equilibrium value $C^*$. Both quantities include interstitials held in dilute, reversible traps that stay in local equilibrium with the free ones, and $D$ is the corresponding effective diffusivity. Then
\begin{equation}
\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}+s(t)\,\delta(x-a),\qquad \int_0^\infty s\,dt=N,
\label{eq:diff}
\end{equation}
where $s$ is the release rate per area, net of recapture by the clusters. Initially $C=0$. Unless a part says otherwise, the surface and the buried plane are perfect sinks, on which $C=0$, and no interstitials are lost elsewhere. The net dose $N$ is the same in both crystals. The excess exposure, which has the unit of time, is
\begin{equation}
E(x)=\int_0^\infty \frac{C(x,t)}{C^*}\,dt .
\end{equation}

Use these rounded parameters, which are rough typical values: $N=10^{13}$ cm$^{-2}$, $DC^*=800$ cm$^{-1}$s$^{-1}$, $D=10^{-9}$ cm$^2$/s, equilibrium boron diffusivity $D_B=4\times10^{-17}$ cm$^2$/s, and an anneal of 600 s.

\section*{Part (a): no buried sink}

\textbf{Question.} Find $E(m)$ in the first crystal. Why is the time course of the release not needed?

\textbf{Answer.} Integrate \eqref{eq:diff} over all time. The left side gives $C(x,\infty)-C(x,0)$. The second term is zero by assumption. The first vanishes because every interstitial eventually reaches the surface. To see this, take a release of $N$ at $t=0$. A negative image source at $-a$ keeps $C(0,t)=0$:
\begin{equation}
C=\frac{N}{\sqrt{4\pi Dt}}\left[e^{-(x-a)^2/4Dt}-e^{-(x+a)^2/4Dt}\right].
\label{eq:image}
\end{equation}
The number left in the crystal is $\int_0^\infty C\,dx=N\,\mathrm{erf}(a/\sqrt{4Dt})$, which tends to zero. A release spread over time is a sum of such pulses. Hence
\begin{equation}
-DC^*E''(x)=N\,\delta(x-a).
\label{eq:balance}
\end{equation}
Only $N$ survives from $s(t)$, so the time course drops out.

Away from $a$, $E$ is a straight line. Integrating \eqref{eq:balance} across $a$ gives the jump of slope,
\begin{equation}
E'(a^-)-E'(a^+)=\frac{N}{DC^*}.
\label{eq:jump}
\end{equation}
All $N$ interstitials leave through the surface, so the time-integrated flux there is $DC^*E'(0)=N$. The slope above the source is therefore $N/DC^*$, and by \eqref{eq:jump} the slope below it is zero. With $E(0)=0$ and $m>a$,
\begin{equation}
E_0(m)=\frac{Na}{DC^*}
=\frac{10^{13}\times 5\times10^{-6}}{800}\ \mathrm{s}=62500\ \mathrm{s}.
\label{eq:E0}
\end{equation}
The exposure is flat below the source. Interstitials do travel down past the marker, but they all return, and the net integrated flux is zero.

\section*{Part (b): with the buried sink}

\textbf{Question.} Find $E(m)$ in the second crystal and its ratio to the result of (a). How does the ratio depend on the depth and spread of the source?

\textbf{Answer.} Interstitials between two absorbing planes also disappear at long times, so \eqref{eq:balance} and \eqref{eq:jump} still hold. The boundary conditions are now $E(0)=E(L)=0$. Write $E=\alpha x$ above the source and $E=\beta(L-x)$ below it. Continuity at $a$ and the slope jump require
\begin{equation}
\alpha a=\beta(L-a),\qquad \alpha+\beta=\frac{N}{DC^*}.
\end{equation}
The first equation gives $\alpha=\beta(L-a)/a$. Then $\alpha+\beta=\beta L/a$, so $\beta=Na/(LDC^*)$ and
\begin{equation}
E_s(m)=\frac{Na}{DC^*}\,\frac{L-m}{L}=15625\ \mathrm{s},
\qquad
\frac{E_s(m)}{E_0(m)}=\frac{L-m}{L}=\frac{50}{200}=\frac14 .
\label{eq:ratio}
\end{equation}

The ratio does not contain $a$. For a source spread in depth, each slice above the marker contributes to both exposures in the same proportion, so the sum has the same ratio. A source at $a>m$, still above the sink, behaves differently: the marker then lies on the rising line, where $E_0=Nm/DC^*$ and $E_s=\alpha m=Nm(L-a)/(LDC^*)$, and the ratio is $(L-a)/L$.

The fraction of the dose captured by the buried sink is $DC^*\beta/N=a/L$. It is also one quarter here, but only because $a=L-m$ for these depths. The two quantities are different: moving the source to another depth above the marker changes the captured fraction and leaves the exposure ratio alone.

\section*{Part (c): clusters that hold the supersaturation}

\textbf{Question.} While clusters remain, suppose they hold $C/C^*=S_c=1000$ at $x=a$, and let transport be quasi-steady. Find the ratio of exposure rates at the marker and the two release times. Reconcile them with (b). What ratio results if both anneals stop after 30 s?

\textbf{Answer.} Without the buried sink the quasi-steady profile below the source is flat, so the marker sees $S_c$. With it, the profile falls linearly from $S_c$ at $a$ to zero at $L$, so the marker sees $S_c(L-m)/(L-a)$. The ratio of rates is
\begin{equation}
\frac{L-m}{L-a}=\frac{50}{150}=\frac13 .
\end{equation}

The clusters lose interstitials at the rate $DC^*S_c/a$ to the surface. The buried sink adds $DC^*S_c/(L-a)$, and
\begin{equation}
\frac1a+\frac1{L-a}=\frac{L}{a(L-a)} .
\end{equation}
Dividing $N$ by each outflow gives the release times
\begin{equation}
t_0=\frac{Na}{DC^*S_c}=62.5\ \mathrm{s},\qquad
t_s=t_0\,\frac{L-a}{L}=46.9\ \mathrm{s}.
\end{equation}
The sink makes the clusters dissolve faster, in $3/4$ of the time. The product of rate and duration is
\begin{equation}
\frac{L-m}{L-a}\times\frac{L-a}{L}=\frac{L-m}{L}=\frac14,
\end{equation}
in agreement with (b).

At 30 s both sets of clusters are still dissolving. The durations are equal, and the quasi-steady ratio is $1/3$. For clusters that hold the supersaturation, the value $1/4$ thus requires complete release.

The quasi-steady assumption is least accurate without the buried sink, because the deep crystal must first fill. With the source held at $S_c$, the region below it has $C/C^*=S_c\,\mathrm{erfc}[(x-a)/\sqrt{4Dt}]$. For small argument $z$, $\mathrm{erfc}\,z\approx1-2z/\sqrt\pi$, so the marker's supersaturation falls short of $S_c$ by the fraction $(m-a)/\sqrt{\pi Dt}$. The average of $t^{-1/2}$ from zero to $t$ is $2t^{-1/2}$, which doubles this shortfall in the exposure. The smaller exposure $E_0$ raises the ratio.

A time-dependent solution of \eqref{eq:diff} shows the size of the effect. It uses finite volumes and implicit time steps, with clusters that release a net flux $D(S_cC^*-C)/\ell$, where $\ell=0.5$ nm. At 30 s the ratio is 0.354. With $D$ a hundred times larger at fixed $DC^*$, it is 0.334, close to the quasi-steady value. The finite $\ell$ lowers both numbers slightly: for $\ell\to0$, a source held exactly at $S_c$, they are 0.356 and 0.336.

\section*{Part (d): an anneal of finite length}

\textbf{Question.} Suppose that all interstitials are released early in the 600 s anneal. What fraction of $E_0(m)$ is still missing at its end? Find the ratio of excess exposures at that time, and the ratio when the equilibrium interstitials are counted too.

\textbf{Answer.} Set $x=m$ in \eqref{eq:image} and let $Dt$ be much larger than $m^2$. The exponents differ by
\begin{equation}
\frac{(m+a)^2-(m-a)^2}{4Dt}=\frac{am}{Dt},
\end{equation}
so the bracket tends to $am/Dt$ and
\begin{equation}
C(m,t)\approx\frac{N\,am}{\sqrt{4\pi}\,(Dt)^{3/2}} .
\end{equation}
The exposure still to come after time $t$ is
\begin{equation}
\int_t^\infty\frac{C}{C^*}\,dt'
\approx\frac{N\,am}{C^*\sqrt{4\pi}\,D^{3/2}}\,\frac{2}{\sqrt t}
=\frac{Na}{DC^*}\,\frac{m}{\sqrt{\pi Dt}} .
\end{equation}
Relative to $E_0(m)$, the missing fraction is $m/\sqrt{\pi Dt}$. With $Dt=6\times10^{-7}$ cm$^2$ and $m=1.5\times10^{-5}$ cm this is 1.09\%. The slow tail comes from interstitials that wandered deep and return late.

With the buried sink, the slowest mode between the planes is $\sin(\pi x/L)$, which decays as $\exp(-\pi^2Dt/L^2)$. Here $L^2/D=0.4$ s, so the tail is negligible. The ratio at 600 s is
\begin{equation}
\frac{0.25}{1-0.0109}=0.253 .
\end{equation}
The simulation described in (c), in which release takes about a minute, also gives 0.253.

Equilibrium interstitials add one second of exposure per second of anneal. An ideal sink holds the concentration at $C^*$, not at zero, so it does not remove this part. With the complete excess exposures from (a) and (b), the total ratio is
\begin{equation}
\frac{15625+600}{62500+600}=0.257 .
\end{equation}
At 600 s the missing 1.09\% must also be taken off $E_0(m)$, which leaves 61800 s. The total ratio at that time is
\begin{equation}
\frac{15625+600}{61800+600}=0.260 .
\end{equation}

\section*{Part (e): imperfect sinks and bulk loss}

\textbf{Question.} Let the surface absorb a flux $DC/h$ and the buried plane a flux $DC/b$, where $h$ and $b$ are capture lengths. Find the new ratio of exposures and discuss a reflecting surface. Then return to perfect sinks and add a permanent first-order loss $-DC/\lambda^2$ throughout the crystal.

\textbf{Answer.} At the surface, the time-integrated condition is $E'(0)=E(0)/h$. The line above the source is therefore $E=\alpha(x+h)$. Without the buried plane the surface still takes the whole dose, so $\alpha=N/DC^*$ and
\begin{equation}
E_0(m)=\frac{N(a+h)}{DC^*} .
\end{equation}

With a partly absorbing plane at $L$, some interstitials pass through it. Nothing is lost below, so they all return, and the net integrated flux just below the plane is zero. The plane's absorption must then equal the flux arriving from above: $-E'(L^-)=E(L)/b$. This gives $E=\beta(L+b-x)$ between source and plane. Continuity and \eqref{eq:jump} lead to the algebra of (b), with $a$ replaced by $a+h$ and $L-a$ by $L+b-a$. Hence
\begin{equation}
E_s(m)=\frac{N(a+h)}{DC^*}\,\frac{L+b-m}{L+h+b},\qquad
\frac{E_s}{E_0}=\frac{L-m+b}{L+h+b} .
\label{eq:imperfect}
\end{equation}

For $h=10$ nm and $b=0$ the ratio is $50/210=0.238$. For $h=0$ and $b=10$ nm it is $60/210=0.286$. A poorer surface sink makes the buried sink matter more, while a poorer buried sink protects less. As $h\to\infty$ the surface reflects. Then $E_0$ grows without limit, $E_s$ tends to $N(L+b-m)/DC^*$, and the ratio tends to zero. The result $1/4$ therefore depends on a good surface sink.

With bulk loss, the time-integrated equation becomes
\begin{equation}
-E''+\frac{E}{\lambda^2}=\frac{N}{DC^*}\,\delta(x-a).
\end{equation}
Let $u(x)=\sinh(x/\lambda)$, which vanishes at the surface, and let $v(x)$ satisfy the condition at depth. The function $E=Ku(x)v(a)$ for $x<a$ and $E=Ku(a)v(x)$ for $x>a$ is continuous. Its slope jump requires $K(u'v-uv')=N/DC^*$, so
\begin{equation}
E(m)=\frac{N}{DC^*}\,\frac{u(a)v(m)}{u'v-uv'} .
\end{equation}
Without the buried sink, $v=e^{-x/\lambda}$ and the denominator is
\begin{equation}
\frac1\lambda\left(\cosh\frac{x}{\lambda}+\sinh\frac{x}{\lambda}\right)e^{-x/\lambda}=\frac1\lambda .
\end{equation}
With it, $v=\sinh[(L-x)/\lambda]$, and the addition theorem gives $\sinh(L/\lambda)/\lambda$. The ratio is
\begin{equation}
\frac{E_s}{E_0}=\frac{e^{m/\lambda}\sinh[(L-m)/\lambda]}{\sinh(L/\lambda)}
=\frac{1-e^{-2(L-m)/\lambda}}{1-e^{-2L/\lambda}} ,
\end{equation}
where the last form follows on writing out the exponentials and dividing by $e^{L/\lambda}$.

For $\lambda\gg L$, expansion of the exponentials recovers $(L-m)/L$. For $\lambda\ll L-m$ the ratio tends to one: an interstitial at the marker is lost before it can reach the sink. A trial length $\lambda=1000$ nm gives 0.289.

\section*{Part (f): what the marker shows}

\textbf{Question.} Boron diffuses as a mobile pair with an interstitial, so its concentration $B$ obeys
\begin{equation}
\frac{\partial B}{\partial t}=\frac{\partial^2}{\partial x^2}\left(D_BSB\right),\qquad S=\frac{C}{C^*},
\label{eq:boron}
\end{equation}
when only the excess contribution is kept. Find the added variance and rms width of the marker in both crystals.

\textbf{Answer.} Let angle brackets denote averages weighted by $B$. Multiply \eqref{eq:boron} by $x$ and integrate by parts twice. The marker vanishes at the ends of the range and $x''=0$, so $\langle x\rangle=m$ stays fixed. Multiplying by $x^2$ instead, with $(x^2)''=2$, gives
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=2D_B\langle S\rangle .
\end{equation}
In quasi-steady transport $S$ is linear in $x$ between source and sink, and flat there without the sink. The average of a linear function is its value at the mean position, so $\langle S\rangle=S(m,t)$. Integration over time gives
\begin{equation}
\Delta\sigma^2=2D_BE(m).
\end{equation}

Without the buried sink,
\begin{equation}
\Delta\sigma^2=2\times4\times10^{-17}\times62500\ \mathrm{cm^2}=5\times10^{-12}\ \mathrm{cm^2}=500\ \mathrm{nm^2}.
\end{equation}
With it, $\Delta\sigma^2=125$ nm$^2$. The added rms widths are 22.4 nm and 11.2 nm: a quarter of the exposure halves the added width. These widths are well below the 100 nm between marker and source, and the smaller one is well below the 50 nm between marker and sink. Few boron atoms therefore reach a place where $S$ changes slope.

\section*{Part (g): the real process}

\textbf{Question.} Let the marker hold $5\times10^{11}$ boron atoms per cm$^2$ with an initial rms width of 3 nm. Could the marker itself upset the comparison? Which assumptions are most doubtful in a real wafer?

\textbf{Answer.} Suppose that each boron atom permanently holds one interstitial, and that this number, $N_m=0.05N$, is the same in both crystals. The marker then acts as a negative source at $m$. Setting $a=m$ in \eqref{eq:E0} and \eqref{eq:ratio}, it removes $N_mm/DC^*$ without the buried sink and $(L-m)/L$ times as much with it. Each exposure falls by the fraction
\begin{equation}
\frac{N_mm}{Na}=0.05\times3=15\% ,
\end{equation}
and the ratio stays at $1/4$. This rests on equal numbers being held in both crystals. Capture driven by exposure holds fewer in the crystal with the sink and raises the ratio. With a held fraction $1-e^{-kE}$ it reaches about 0.27 for the least favourable $k$, and it cannot exceed $0.25/0.85=0.29$.

The marker also changes the carrier density. Its initial Gaussian peak is $N_m/(\sqrt{2\pi}\times3\ \mathrm{nm})=6.65\times10^{17}$ cm$^{-3}$, against a rough intrinsic density $n_i=2\times10^{18}$ cm$^{-3}$. Local neutrality, $p-n=B$ with $pn=n_i^2$, would give $p/n_i=1.18$ at the peak. This is an upper estimate, because the Debye length, about 4 nm, exceeds the 3 nm width and the holes spread beyond the marker; Poisson's equation gives 1.10. If boron diffusivity scales with $p/n_i$, it starts about 10\% high there, and the excess fades as the marker spreads. This affects the width, not the interstitial exposure in this model.

The parameters represent a light silicon implant annealed near $800\,^\circ$C. The effective $D$ is the least certain of them, since it depends strongly on the traps in the wafer. It does not enter the complete exposures at fixed $DC^*$, but it sets how soon they are reached. With $D$ a hundred times smaller, the ratio of excess exposures at 600 s would be 0.28 even after an early release. A real buried sink, such as a carbon-rich layer, has a finite capacity. Here it must absorb a quarter of the released dose; if it fills earlier, the protection weakens. Stopping at 30 s moves the ratio to about 0.35, or to 0.60 with $D$ a hundred times smaller. The trial bulk loss and the trial buried capture length each move it to about 0.29. Larger departures can matter far more: a reflecting surface drives the ratio to zero, and strong bulk loss drives it to one. Recombination with vacancies and the detailed kinetics of boron clusters are not modelled. One quarter is thus a design estimate for these marker and sink depths, given a source above the marker, complete release, an anneal long enough for the deep interstitials to return, a good surface sink, an unsaturated buried sink and little bulk loss.
